\section*{Choosing active orbitals for projector embedding: SPADE and Mulliken thresholds}

\section{The decision: how many orbitals are active}

In projector embedding a mean-field calculation on the whole system is followed by a more accurate calculation on a chosen group of atoms. Before the second calculation can start, each occupied orbital must be assigned to the active subsystem $A$ or to the environment $B$. The number $k$ of active orbitals fixes the number of electrons treated accurately, $2k$ for a closed shell. If $k$ changes between two geometries on a reaction path, the two energies come from different approximations, and their difference contains a spurious jump.

Two selection rules are compared here. SPADE obtains both the orbitals and $k$ from a singular value decomposition. The other rule localises the orbitals and keeps those whose Mulliken population on the active atoms exceeds a threshold.

\section{The SPADE algorithm}

Take real orbitals and one spin of a closed shell. Let $S$ be the overlap matrix of the atom-centred basis and let the $n$ columns of $C$ be the occupied orbitals, with $C^TSC=1$. The Löwdin frame is
\begin{equation}
L=S^{1/2}C,\qquad L^TL=C^TSC=1 .
\end{equation}
Each row of $L$ belongs to one basis function, hence to one atom. The sum of squares of a column over the active rows is that orbital's Löwdin population on the active atoms. The steps are:
\begin{enumerate}
\item Form $L$ and extract its active rows $L_A$.
\item Decompose $L_A=U\Sigma V^T$, keeping the full $n\times n$ matrix $V$. Order the singular values downwards and pad the list with zeros to length $n$.
\item Choose $k$, with $1\le k<n$, at the largest drop $\sigma_k-\sigma_{k+1}$.
\item Assign the first $k$ columns of $CV$ to $A$ and the rest to $B$.
\end{enumerate}
The padding matters when the active atoms carry fewer functions than there are occupied orbitals. With a single active function the decomposition returns one number, and there is no drop to inspect until the zeros are added.

\subsection{What the singular values measure}

The matrix of active populations in the occupied space is
\begin{equation}
G=L_A^TL_A=V\Sigma^TU^TU\Sigma V^T
=V\,\mathrm{diag}(\sigma_1^2,\dots,\sigma_n^2)\,V^T .
\end{equation}
Thus $\sigma_i^2$ is the active Löwdin population of the $i$th rotated orbital. Since $L_A^TL_A+L_B^TL_B=1$, the environment population matrix is $1-G$. It has the same eigenvectors, with populations $1-\sigma_i^2$, so all $\sigma_i$ lie between 0 and 1.

The starting orbitals do not matter. If $C$ is replaced by $CR$ with $R$ orthogonal, then $L_AR=U\Sigma(R^TV)^T$, and the new rotated orbitals are $CR\,R^TV=CV$. Equal singular values leave a freedom of rotation among their vectors, but this does not affect the active space if $\sigma_k>\sigma_{k+1}$.

\subsection{Optimality and uniqueness}

Let the orthonormal columns of an $n\times k$ matrix $W$ define any candidate active space. Its active population is
\begin{equation}
\mathrm{tr}(W^TGW)=\sum_{i=1}^n\sigma_i^2w_i,\qquad
w_i=\sum_{j=1}^k\left[(V^TW)_{ij}\right]^2 .
\end{equation}
The columns of $V^TW$ are orthonormal, so $\sum_iw_i=k$. They can be completed to a square orthogonal matrix, whose rows have unit length, so $0\le w_i\le1$. Define $m=\sum_{i>k}w_i$, the weight of the candidate outside the SPADE space. Then $\sum_{i\le k}(1-w_i)=m$ as well, and
\begin{align}
\sum_{i\le k}\sigma_i^2-\sum_i\sigma_i^2w_i
&=\sum_{i\le k}\sigma_i^2(1-w_i)-\sum_{i>k}\sigma_i^2w_i\nonumber\\
&\ge(\sigma_k^2-\sigma_{k+1}^2)\,m\ge0 .
\label{eq:loss}
\end{align}
The first inequality replaces each $\sigma_i^2$ in the first sum by its smallest value and each in the second by its largest. For given $k$, SPADE therefore finds the occupied subspace with the largest active Löwdin population. If there is a gap, equality requires $m=0$, and the subspace is unique. Equation~\eqref{eq:loss} also limits how far a competing space can differ from SPADE when it loses little population.

\section{Error analysis}

\subsection{Sensitivity of the subspace at fixed $k$}

Let $D=LL^T$ be the occupied projector in the Löwdin frame, and let $P_A$ select the active functions. The operator
\begin{equation}
Q=DP_AD=L\,G\,L^T
\end{equation}
has eigenvalues $\sigma_i^2$ on the occupied space and zero on the virtual space. A change of geometry or Hamiltonian turns $Q$ into $Q'$. Let $Y$ contain the first $k$ eigenvectors of $Q$, with diagonal eigenvalue matrix $\Lambda$. Let $Z'$ contain all eigenvectors of $Q'$ after the first $k$, with eigenvalue matrix $\Lambda'$. The matrix $X=Z'^TY$ measures the part of the old active space that lies outside the new one, and its largest singular value $\|X\|$ is the sine of the largest angle between them. From the two eigenvalue equations,
\begin{equation}
Z'^T(Q'-Q)Y=\Lambda'X-X\Lambda .
\end{equation}
For $\sigma_k>0$, writing $X=(X\Lambda)\Lambda^{-1}$ gives $\|X\Lambda\|\ge\sigma_k^2\|X\|$. The eigenvalues in $\Lambda'$ lie between 0 and $\lambda'_{k+1}$, the $(k+1)$th eigenvalue of $Q'$, so $\|\Lambda'X\|\le\lambda'_{k+1}\|X\|$. The triangle inequality then yields
\begin{equation}
\|X\|\le\frac{\|Q'-Q\|}{\sigma_k^2-\lambda'_{k+1}},
\qquad \sigma_k^2>\lambda'_{k+1}.
\label{eq:stability}
\end{equation}
The denominator is the gap in the squares, but the numerator also shrinks with the singular values, because $Q=M^TM$ with $M=P_AD$. A bound in terms of the density change shows this. Let $U_1$ hold the first $k$ left singular vectors of $M$ and $U_2'$ those of $M'=P_AD'$ after the first $k$, with singular value matrices $\Sigma_1$ and $\Sigma_2'$, and set $X_L=U_2'^TU_1$. Then $Z'^T(M'-M)^TU_1=\Sigma_2'X_L-X\Sigma_1$ and $U_2'^T(M'-M)Y=\Sigma_2'X-X_L\Sigma_1$. With $\varepsilon=\|M'-M\|\le\|D'-D\|$ these give $\sigma_k\|X\|\le\sigma'_{k+1}\|X_L\|+\varepsilon$ and the same inequality with $X$ and $X_L$ exchanged. Applied to the larger of the two norms, this yields $\|X\|\le\varepsilon/(\sigma_k-\sigma'_{k+1})$ for $\sigma_k>\sigma'_{k+1}$. For a given change of the occupied density, the drop in $\sigma$ itself therefore limits the rotation, wherever the two values lie.

\subsection{Sensitivity of the count}

The integer $k$ can jump even when the subspace for each fixed $k$ is well determined. Suppose that one frontier value $\sigma_f$ lies between neighbours $a>\sigma_f>b$, and that the drops on either side of it are the two largest. SPADE counts this orbital as active if the drop below it is the larger:
\begin{equation}
\sigma_f-b>a-\sigma_f\quad\Longleftrightarrow\quad
\sigma_f>\frac{a+b}{2}.
\label{eq:midpoint}
\end{equation}
For $a=1$ and $b=0$ the condition is $\sigma_f>1/2$, a Löwdin population above $1/4$. The gap rule has no adjustable threshold, but it contains an implicit one, the population $[(a+b)/2]^2$. The value $1/4$ is the ideal limit. In a molecule the tails of other orbitals raise $b$ by an amount that depends on the basis set, and $a=0.99$, $b=0.16$ would give 0.33. If the frontier value is the first singular value, the orbital is always active because $k\ge1$. Using the largest drop in $\sigma^2$ instead would move it to a population of $1/2$.

A cut through a polar bond shows what this means. Consider two orthogonal functions with hopping $t_h$, the active one raised in energy by $\delta$. The lower level and its active population are
\begin{align}
E&=\tfrac12\left(\delta-\sqrt{\delta^2+4t_h^2}\right),\\
p&=\frac{\partial E}{\partial\delta}
=\frac12\left(1-\frac{\delta}{\sqrt{\delta^2+4t_h^2}}\right).
\end{align}
The derivative gives the population because $\delta$ multiplies the active-site occupation in the Hamiltonian, and the normalised eigenvector makes no first-order contribution. Setting $p=1/4$ requires $2\delta=\sqrt{\delta^2+4t_h^2}$, so $3\delta^2=4t_h^2$ and
\begin{equation}
\delta=\frac{2|t_h|}{\sqrt3}\approx1.155\,|t_h| .
\end{equation}
With neighbours $a=1$ and $b=0$, SPADE gives the bond pair to the active side for smaller $\delta$, even where most of its density lies in the environment. A bisection on the count for isolated bonds gives the same ratio, 1.154701, and a population of 0.250000.

\section{Mulliken thresholds on localised orbitals}

The Mulliken population of orbital $i$ on the active atoms is
\begin{equation}
q_i=\sum_{\mu\in A}C_{\mu i}(SC)_{\mu i}.
\end{equation}
The rule keeps orbitals with $q_i>t$. Unlike the SPADE space, the result depends on the chosen orbitals, so they must first be localised. Pipek--Mezey localisation maximises the sum of squared atomic Mulliken populations over all orbitals and atoms.

This can be done by rotating pairs. For orbitals $i,j$ and atom $c$, define
\begin{equation}
Q_{ij}^c=\tfrac12\sum_{\mu\in c}
\left[C_{\mu i}(SC)_{\mu j}+C_{\mu j}(SC)_{\mu i}\right],
\end{equation}
together with $\bar q_c=(Q^c_{ii}+Q^c_{jj})/2$, $d_c=(Q^c_{ii}-Q^c_{jj})/2$ and $x_c=Q^c_{ij}$. Replacing $i$ by $\cos\gamma\,i+\sin\gamma\,j$ and $j$ by $-\sin\gamma\,i+\cos\gamma\,j$ gives the populations $\bar q_c\pm(d_c\cos2\gamma+x_c\sin2\gamma)$. The sum of their squares is
\begin{equation}
2\bar q_c^2+d_c^2+x_c^2+(d_c^2-x_c^2)\cos4\gamma+2d_cx_c\sin4\gamma .
\end{equation}
After summation over atoms, the best angle satisfies $4\gamma=\operatorname{atan2}(\eta,\xi)$, with $\xi=\sum_c(d_c^2-x_c^2)$ and $\eta=2\sum_cd_cx_c$. Sweeps over all pairs are repeated until the angles vanish. At that point no single pair rotation increases the sum, but the point need not be the global maximum, so several starting rotations are advisable.

Mulliken and Löwdin populations also differ. For a normalised orbital $(c_1,c_2)$ on two functions with overlap $s$, normalisation reads $c_1^2+c_2^2+2sc_1c_2=1$. The Mulliken population of the first function is therefore
\begin{equation}
q=c_1^2+sc_1c_2=\tfrac12+\tfrac12(c_1^2-c_2^2).
\end{equation}
The matrix $S^{1/2}$ has equal diagonal elements $u$ and off-diagonal elements $v$, with $u^2+v^2=1$, $2uv=s$ and $u>|v|$. The Löwdin population $p=(uc_1+vc_2)^2$ obeys
\begin{equation}
p-\tfrac12=\tfrac12(u^2-v^2)(c_1^2-c_2^2),
\end{equation}
because the two Löwdin populations add to one. Since $(u^2-v^2)^2=1-4u^2v^2=1-s^2$,
\begin{equation}
q-\tfrac12=\frac{p-\tfrac12}{\sqrt{1-s^2}} .
\label{eq:ml}
\end{equation}
Mulliken analysis exaggerates the polarity of such an orbital and can leave the interval from 0 to 1. For $s=0.4493$ and coefficients in the ratio $-0.1:1$, the first function has $p=0.0194$ but $q=-0.0380$.

\section{Worked example: a twelve-atom chain}

The model has one Gaussian function per atom and six occupied orbitals per spin. At separation $r$ the overlap is $\exp(-\zeta r^2/2)$, with $\zeta=0.4$ bohr$^{-2}$. The site energies are $\alpha_i=-0.4$ hartree, and the off-diagonal elements are $H_{ij}=K S_{ij}(\alpha_i+\alpha_j)/2$ with $K=1.75$. Spacings alternate between 2.0 and 3.0 bohr, starting with a short one, so the short contacts act as six bonds.

\subsection{A cut between bonds}

With atoms 1--4 active, the leading singular values are 1.0000, 0.9955, 0.0947 and 0.0008. The largest drop is $0.9955-0.0947=0.9008$, hence $k=2$. The localised orbitals have Mulliken populations 0.9997, 0.9922, 0.0078 and 0.0003, followed by smaller ones. Any threshold between 0.0078 and 0.9922 also selects two.

The two spaces nearly coincide. SPADE places 1.991033 electrons per spin on the active atoms and the localised pair 1.990994, a loss of $3.98\times10^{-5}$ when more digits are kept. The gap in the squares is $0.9910-0.0090=0.9820$, so equation~\eqref{eq:loss} gives $m\le4.05\times10^{-5}$. The weight $m$ is the sum of the squared elements of the last $n-k$ rows of $V^TW$. The singular values of that block are the sines of the angles between the two spaces, so $m$ is the sum of the two squared sines. The smallest cosine, 0.999990, gives the larger squared sine, $2\times10^{-5}$. The loss cannot exceed $m$, because $\sigma_i^2\le1$ in the first sum of equation~\eqref{eq:loss} and the second sum is not negative. Hence $m\ge3.98\times10^{-5}$: the two angles are of similar size and the bound is nearly attained.

In 20 trials with random site-energy changes of up to 0.05 hartree in either direction, the largest sine of rotation was 0.1565, against a bound for that trial of 0.1608 from equation~\eqref{eq:stability}. With all spacings equal to 2.5 bohr, SPADE still gives $k=2$, but the drop falls to 0.6429. The second and third Mulliken populations become 0.9249 and 0.0675, so the range of thresholds that select two orbitals narrows as well.

\subsection{A cut through a bond}

Now let atoms 1--5 be active, which cuts the bond between atoms 5 and 6, and raise the site energy of atom 5 by $\delta$. At $\delta=0$ the drops around the third singular value are $1.0000-0.7071=0.2929$ and $0.7071-0.0090=0.6981$, so SPADE takes $k=3$. The table gives the frontier populations and the counts from the $\sigma$ gap, the $\sigma^2$ gap and two Mulliken thresholds.

\begin{center}
\begin{tabular}{ccccccc}
\hline
$\delta$/hartree & $\sigma_3^2$ & $q_3$ & $\sigma$ & $\sigma^2$ & $t=0.2$ & $t=0.5$\\
\hline
0.00 & 0.500 & 0.500 & 3 & 3 & 3 & 2\\
0.05 & 0.411 & 0.398 & 3 & 2 & 3 & 2\\
0.10 & 0.318 & 0.293 & 3 & 2 & 3 & 2\\
0.20 & 0.159 & 0.119 & 2 & 2 & 2 & 2\\
0.30 & 0.070 & 0.0215 & 2 & 2 & 2 & 2\\
\hline
\end{tabular}
\end{center}

At $\delta=0$ both frontier populations equal one half to the printed accuracy. The counts for the $\sigma^2$ gap and for $t=0.5$ are then decided by later digits and carry no chemical meaning. At 0.05 and 0.10 hartree the disagreement is real: the $\sigma$ gap keeps the bond pair, while a threshold of 0.5 rejects it.

The SPADE count changes at $\delta=0.137$ hartree. The neighbouring singular values there are 1.0000 and 0.0055, so equation~\eqref{eq:midpoint} puts the switch at $(1.0000+0.0055)/2\approx0.503$, a Löwdin population of 0.253. The Mulliken population of the localised frontier orbital is 0.221. Equation~\eqref{eq:ml} for an isolated pair would give $0.5-0.2473\times1.1194=0.223$. In this bond, then, the gap rule acts like a Mulliken threshold of about 0.22.

At the switch the gaps in the squares are about 0.75 for $k=2$ and 0.25 for $k=3$. Either subspace is well defined, and the discontinuity lies in the choice between them. Along a path one can therefore hold $k$ fixed and monitor $\sigma_k^2-\sigma_{k+1}^2$. While this stays open and the occupied density varies continuously, so does the active space. Alternatively, the active atoms can be redefined. In this chain, or between separate molecules, the boundary can avoid the bonds. Inside a covalently bonded molecule every boundary cuts a bond, and it can only be moved to one whose frontier value stays far from $(a+b)/2$ along the path.

\section{Effect on the embedding energy}

Let $F$ be the converged Fock matrix, held fixed, and let $C_B$ contain the environment orbitals. The embedded calculation diagonalises $F+\mu SC_BC_B^TS$ with a large positive $\mu$. The occupied space is invariant under $F$, so the virtual orbitals stay decoupled. In the basis of $A$ and $B$ orbitals the occupied block is
\begin{equation}
\begin{pmatrix}F_{AA}&F_{AB}\\F_{BA}&F_{BB}+\mu\end{pmatrix}.
\end{equation}
Eliminating the $B$ component at energy $E$ leaves the effective matrix
\begin{align}
M(E)&=F_{AA}-F_{AB}(F_{BB}+\mu-E)^{-1}F_{BA}\nonumber\\
&=F_{AA}-\frac{F_{AB}F_{BA}}{\mu}+O(\mu^{-2}),
\end{align}
for $E$ in the range of the active levels. Its ordered eigenvalues do not increase with $E$, so each equals $E$ once in that range, which gives the $k$ active levels. Their sum is
\begin{equation}
\mathcal E_A(\mu)=\mathrm{tr}\,F_{AA}-\frac{\|F_{AB}\|_F^2}{\mu}+O(\mu^{-2}),
\end{equation}
where $\|F_{AB}\|_F^2$ is the sum of squared elements. These levels are the lowest ones when the whole system has a gap between occupied and virtual levels: the eigenvalues of $F_{AA}$ do not exceed the highest occupied energy, and the coupling to $B$ lowers them.

For the chain with atoms 1--4 active, $\mathrm{tr}\,F_{AA}=-0.986944$ hartree per spin and $\|F_{AB}\|_F^2=1.68\times10^{-4}$ hartree$^2$. At $\mu=100$ hartree the formula gives an error of $-1.68\times10^{-6}$ hartree relative to $\mathrm{tr}\,F_{AA}$, and the numerical check by diagonalisation agrees.

As $\mu\to\infty$, adding $\mathrm{tr}\,F_{BB}$ recovers the full sum of occupied orbital energies for any partition with $1\le k<n$. At this fixed-Fock level the energy cannot reveal a poor choice of $k$. The choice matters once $A$ is treated by a different method, so the singular values should be inspected before that step.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model: 12 atoms, 6 occupied orbitals per spin
Gaussian overlap parameter zeta = 0.4 bohr^-2
site energy = -0.4 hartree, Wolfsberg-Helmholz K = 1.75
short, long, equal spacing = 2.0, 3.0, 2.5 bohr
overlap at short, long spacing = 0.4493, 0.1653
HOMO, LUMO energy = -0.4681, -0.2603 hartree
CUT BETWEEN BONDS (active atoms 1-4), alternating spacing
singular values: 1.0000 0.9955 0.0947 0.0008 0.0000 0.0000
squares (Loewdin populations): 1.0000 0.9910 0.0090 0.0000 0.0000 0.0000
localised orbitals, Loewdin populations: 0.9997 0.9913 0.0087 0.0003 0.0000 0.0000
localised orbitals, Mulliken populations: 0.9997 0.9922 0.0078 0.0003 0.0000 0.0000
SPADE count = 2, gap = 0.9008
largest population found by direct search = 1.991033
sum of k largest squares = 1.991033
same sum for localised orbitals = 1.990994
smallest cosine, SPADE vs localised space = 0.999990
active atom 1 only: first singular value = 0.7081
CUT BETWEEN BONDS (active atoms 1-4), equal spacing
singular values: 0.9999 0.9521 0.3091 0.0112 0.0000 0.0000
localised orbitals, Mulliken populations: 0.9799 0.9249 0.0675 0.0171 0.0081 0.0045
SPADE count = 2, gap = 0.6429
STABILITY, 20 random site disorders within +-0.05 hartree
largest sine of subspace rotation = 0.1565
bound for that case = 0.1608
TWO FUNCTIONS, coefficients in ratio -0.1 : 1, short-bond overlap
Mulliken, Loewdin population of first = -0.0380, 0.0194
polarity factor 1/sqrt(1-s^2) = 1.1194
ISOLATED ORTHOGONAL BONDS, cut through one bond
offset/hopping where count changes = 1.154701
Loewdin population there = 0.250000
CUT THROUGH A BOND (active atoms 1-5), offset on atom 5
singular values at zero offset: 1.0000 1.0000 0.7071 0.0090 0.0001 0.0000
Mulliken populations at zero offset: 0.9998 0.9961 0.5000 0.0039 0.0002 0.0000
columns: offset/hartree, sigma_3, sigma_3^2, q_3, then counts from
sigma gap, sigma^2 gap, Mulliken > 0.2, Mulliken > 0.5
0.00 0.7071 0.5000 0.5000 3 3 3 2
0.05 0.6413 0.4113 0.3983 3 2 3 2
0.10 0.5638 0.3178 0.2932 3 2 3 2
0.20 0.3993 0.1594 0.1189 2 2 2 2
0.30 0.2649 0.0701 0.0215 2 2 2 2
offset where SPADE count changes = 0.1367 hartree
sigma_2, sigma_3, sigma_4 there: 1.0000 0.5027 0.0055
Loewdin population sigma_3^2 there = 0.2527
Mulliken population q_3 there = 0.2211
PROJECTOR EMBEDDING (active atoms 1-4), energies per spin
active orbital-energy sum = -0.986944 hartree
squared coupling ||F_AB||^2 = 1.6796e-04 hartree^2
mu = 100 hartree: error, formula = -1.6796e-06, -1.6796e-06 hartree
mu = 1000 hartree: error, formula = -1.6796e-07, -1.6796e-07 hartree
\end{verbatim}
